Fitting Demagnetization Traces with an Overflow-Safe Exponential-Gaussian Convolution

**1. Scaling and translation fix the form**

A pump pulse starts a decay exp(−u/τ), where u > 0 is the time since excitation. The instrument blurs it with a Gaussian g of unit area and standard deviation σ. Let x = t − t0 be the pump-probe delay t measured from the true time zero t0. The blurred decay is

E(x) = ∫₀^∞ exp(−u/τ) g(x−u) du,
g(v) = exp(−v²/2σ²) / (σ√(2π)).

Since g du has no dimension, neither has E, so E depends on the two ratios x/σ and σ/τ. Translation says more. Shifting an exponential in time multiplies it by a constant, so without an onset the blur could change its amplitude but not its shape. The onset must therefore enter as a separate cutoff factor.

To find both factors, substitute v = x − u. The condition u > 0 becomes v < x, and

E(x) = exp(−x/τ) ∫₋∞^x exp(v/τ) g(v) dv.

Completing the square in the exponent gives

v/τ − v²/2σ² = σ²/2τ² − (v − σ²/τ)²/2σ².

The integrand is thus exp(σ²/2τ²) times a unit Gaussian centred at σ²/τ. Its integral up to x is a Gaussian cumulative probability, ½ erfc(z), with

z = (σ/τ − x/σ)/√2,
E(x) = ½ exp(σ²/2τ² − x/τ) erfc(z).   (1)

Here erfc(z) = (2/√π) ∫_z^∞ exp(−r²) dr. The exponential is the translated decay with its amplitude correction, and the error function is the cutoff.

**2. Why two branches are needed**

Formula (1) is correct but unsafe in floating-point arithmetic. For early delays or short τ the exponential can overflow while erfc underflows to zero, and their product is then undefined. Expanding z² shows how to combine them:

z² = σ²/2τ² − x/τ + x²/2σ²,
σ²/2τ² − x/τ = z² − x²/2σ².

With the scaled function erfcx(z) = exp(z²) erfc(z), equation (1) becomes

E(x) = ½ exp(−x²/2σ²) erfcx(z).   (2)

For z ≥ 0 both factors are bounded. Setting r = z + s in the definition of erfc gives

erfcx(z) = (2/√π) ∫₀^∞ exp(−s² − 2zs) ds,

which equals 1 at z = 0 and decreases as z grows.

For z < 0 the scaled function is the dangerous one. From erfc(z) = 2 − erfc(−z),

erfcx(z) = 2 exp(z²) − erfcx(−z),

which grows without limit at late delays. If F is the largest representable number, overflow begins near |z| = √ln(F/2). Solving the definition of z for x gives the corresponding delay:

x_max = σ²/τ + σ√(2 ln(F/2)).   (3)

In double precision the square root is about 37.7, so for τ well above σ form (2) used alone fails some 38σ after time zero. The scan in section 8 extends beyond that delay. For τ comparable to σ the Gaussian factor underflows first, and form (2) returns a wrong zero shortly before x_max.

Form (1) is safe in this region. The condition z < 0 means x > σ²/τ, hence

σ²/2τ² − x/τ < −σ²/2τ² < 0,

while erfc(z) lies between 1 and 2. The rule is therefore (2) for z ≥ 0 and (1) for z < 0. Underflow to zero remains possible, but it is harmless where the signal itself is negligible.

Two limits help to check an implementation. For τ → ∞, z → −x/(σ√2) and E becomes the blurred step

S(x) = ½ erfc(−x/(σ√2)).

For τ much shorter than σ, at fixed x/σ, z ≈ σ/(τ√2) is large and erfcx(z) ≈ 1/(z√π). Then

E ≈ ½ exp(−x²/2σ²) · τ√2/(σ√π) = τ g(x).

A very brief decay thus looks like the instrument response, scaled by the area τ of the decay.

**3. From pulses to a magnetization trace**

Assume that the response is linear in pump intensity and that both pulses are Gaussian. A part of the pump arriving at time α and a part of the probe arriving at x + β are separated by the age x + β − α. The difference α − β is Gaussian with variance

σ² = σ_pump² + σ_probe²,

so one Gaussian describes both pulses. For each pulse, and for the combination, FWHM = 2√(2 ln 2) σ.

Define the quench q = −(M − M0)/M0, positive when magnetization is lost. In this model the magnetization relaxes at one rate towards a target set by the heat in the film:

dq/dt = [h(t) − q]/τM,  q(0) = 0,
h(t) = a + (p − a) exp(−t/τE).

In these two equations t is the time after excitation. The target starts at p, while the electrons are hottest, and falls to the plateau a as their excess heat passes to the lattice with time constant τE. The solution is

q(t) = (1/τM) ∫₀^t exp(−(t−s)/τM) h(s) ds.

The constant part of h gives a[1 − exp(−t/τM)]. The decaying part gives

(p−a) [exp(−t/τE) − exp(−t/τM)] / [τM(1/τM − 1/τE)].

The denominator equals (τE − τM)/τE. Therefore

q(t) = a[1 − exp(−t/τM)] + w[exp(−t/τE) − exp(−t/τM)],
w = (p − a) τE/(τE − τM).   (4)

Write E_M and E_E for E evaluated with τM and τE. Blurring (4) term by term and adding a baseline offset c gives the fit function

y = c + a(S − E_M) + w(E_E − E_M).   (5)

The apparent singularity at τE = τM is removable. The second term of (4) is (p−a)τE times a difference quotient of exp(−t/τ) with respect to τ. Its limit is

(p−a) τ ∂exp(−t/τ)/∂τ = (p−a)(t/τ) exp(−t/τ).

The parameter w nevertheless diverges there at fixed p. Code that must work near equal times should fit p and replace the difference quotient by the derivative given below.

**4. Analytic derivatives**

Integration by parts gives the delay derivative. Since g′(x−u) = −∂g(x−u)/∂u,

E′ = ∫₀^∞ exp(−u/τ) g′(x−u) du = g(x) − E/τ.   (6)

For the derivative in τ, differentiate the definition of E:

τ² ∂E/∂τ = ∫₀^∞ u exp(−u/τ) g(x−u) du.

Write u = x − (x−u) and use (x−u)g(x−u) = −σ²g′(x−u). The integral becomes xE + σ²E′, and (6) gives

τ² ∂E/∂τ = (x − σ²/τ)E + σ²g.   (7)

Optimizing ln τ keeps both times positive. The derivative needed is then D = τ ∂E/∂τ, which is the right side of (7) divided by τ.

Because S′ = g, the slope of the trace is

y′ = (a+w)E_M/τM − wE_E/τE.

The Jacobian columns are

∂y/∂c = 1
∂y/∂a = S − E_M
∂y/∂w = E_E − E_M
∂y/∂t0 = −y′
∂y/∂ln τM = −(a+w)D_M
∂y/∂ln τE = wD_E.

If σ is also fitted, direct differentiation of the Gaussian gives ∂g/∂σ = σg″, so ∂y/∂σ = σy″. Applying (6) to y′,

y″ = (a+w)(g − E_M/τM)/τM − w(g − E_E/τE)/τE.

Formula (7) loses digits when τ is much shorter than σ. Its terms are of order σ²g, while E ≈ τg makes the result of order τ²g. Rounding errors are therefore amplified by roughly (σ/τ)².

**5. The algorithm and its cost**

The width σ comes from a separate measurement. The noise is taken as independent from point to point, with known standard deviation s. At fixed t0, τM and τE, equation (5) is linear in c, a and w, so a coarse scan needs starting values for three parameters instead of six.

```
decay(x, tau, sigma):
    z = (sigma/tau - x/sigma)/sqrt(2)
    if z >= 0:
        return 0.5*exp(-x²/(2 sigma²))*erfcx(z)
    return 0.5*exp(sigma²/(2 tau²) - x/tau)*erfc(z)

fit(delays, data, sigma, s):
    for each t0, tauM, tauE > tauM on a coarse grid:
        solve linear least squares for c, a, w
        keep the set with the smallest residual
    refine c, a, w, t0, ln tauM, ln tauE by
        Levenberg-Marquardt with the analytic Jacobian J
    if tauM > tauE:
        exchange them and set w = -(a + w)
    recompute J
    covariance = s² inverse(J^T J)
    p = a + w(1 - tauM/tauE)
```

In array code, each branch should be evaluated on its own delays, since the unused branch may overflow.

For N delays, one model evaluation costs O(N), mainly two decay functions and one step. The Jacobian reuses them. With six parameters, forming JᵀJ also costs O(N). The scan used below has 6 × 4 × 4 = 96 points, each requiring an N × 3 linear solve.

The error of p needs the full covariance matrix. With r = τM/τE, the gradient of p with respect to (a, w, ln τM, ln τE) is

(1, 1−r, −wr, wr).

**6. Two labels for the same curve**

In (4), exp(−t/τM) has coefficient −(a+w) and exp(−t/τE) has coefficient w. Exchanging the two times and setting w′ = −(a+w) leaves the curve unchanged. The new initial target is

p′ = a + w′(1 − τE/τM)
   = a + (a+w)(τE − τM)/τM.

Using w(τE−τM) = (p−a)τE,

p′ = [aτM + aτE − aτM + pτE − aτE]/τM = pτE/τM.   (8)

The initial slope p/τM is the same for both labels, as it must be. No improvement in noise can separate them. Choosing τM < τE is a physical decision. It is supported when p′ exceeds 1, because the other label would then require a target beyond complete demagnetization, which simple heating does not supply. If p′ is below 1, outside evidence is needed.

**7. What the onset can reveal**

Take first a quench without recovery, w = 0. The derivative of its normalized rise is

(S − E_M)′ = g − (g − E_M/τM) = E_M/τM.

This is the probability density of the sum of a Gaussian time and an independent exponential time. Means, variances and third central moments add, giving

mean = τM,
variance = σ² + τM²,
third central moment = 2τM³.

If t0 is known, the mean delay reveals τM directly. If t0 is free, it can absorb the mean, and the evidence moves to the variance. If σ is free as well, it can absorb the variance, leaving the asymmetry and higher moments. For τM much shorter than σ these signatures are progressively weaker. Recovery does not remove this correlation, and it adds an amplitude and a time that must be fitted from the same trace.

**8. Worked example**

The synthetic trace has pulse widths of 60 and 50 fs FWHM. Hence

FWHM = √(60² + 50²) = 78.10 fs,
σ = 78.10/2.3548 = 33.17 fs.

The other inputs are τM = 150 fs, τE = 700 fs, t0 = 35 fs, a = 0.10, p = 0.35 and c = 0. Equation (4) gives

w = 0.25 × 700/550 = 0.318.

There are 113 delays from −1000 to 5000 fs, with noise of 0.003 M0 per point. The noise-free quench peaks at 0.252, at a delay of 386 fs. This is below p because the target falls while the magnetization is still following it.

One evaluation on each branch shows the arithmetic for τ = 150 fs. At x = −50 fs,

z = (0.2211 + 1.5075)/√2 = 1.2223,
E = ½ × 0.3210 × 0.3737 = 0.0600.

At x = 200 fs, z = −4.108 and erfc(z) is 2 to the digits shown:

E = ½ × 0.2701 × 2.0000 = 0.2701.

Both one-branch failures occur on this delay grid. Form (1), tried with τ = 1 fs, gives non-finite values at 16 delays, and at x = −155 fs it returns exactly zero where the true value is 2 × 10⁻⁷. An optimizer can visit such a trial value even when the final answer is far away. Form (2), used alone with the true τM, fails at 38 delays, all beyond the limit x_max = 1256 fs from (3). The two-branch form remains finite in both cases.

The two-branch form was compared with direct high-precision integration at 30 points, five values of τ between 0.5 and 10⁴ fs and six values of x between −1000 and 5000 fs. The largest relative error was 9.3 × 10⁻¹⁴ among tested values above 10⁻³⁰⁰; between these points it can reach about 1.5 × 10⁻¹³. Such an error is expected from rounding: an exponent of magnitude X carries an error of order X times machine precision, and X reaches several hundred here.

The scan starts the refinement at t0 = 50 fs, τM = 120 fs and τE = 960 fs. The fit then returns, with one-standard-deviation errors,

t0 = 35.8 ± 1.5 fs
τM = 151 ± 4 fs
τE = 696 ± 19 fs
a = 0.1010 ± 0.0010
p = 0.353 ± 0.005.

These agree with the inputs within about one standard deviation. The offset, −0.0011 ± 0.0006, is 1.8 standard deviations from zero. The reduced chi-square is 0.76. With 113 − 6 = 107 degrees of freedom its expected scatter is about √(2/107) = 0.14, so this noise sample is somewhat quiet. The quoted errors use the known noise and are not reduced to match it.

Four hundred new noise samples, fitted from the first solution, scatter by 1.6, 4.2 and 19 fs in t0, τM and τE. The covariance formula predicts 1.5, 4.2 and 19 fs. This supports the linear error estimate here, but it does not test the coarse scan. Exchanging the labels would require p′ = 0.35 × 700/150 = 1.63, so the heating model selects τM < τE.

The predicted error of τM shows the loss of information described in section 7. Both cases use the same delays, noise and true values of τE, a and p. The parameters c, a, w, τM and τE are always fitted:

τM = 150 fs: 3.0 fs with t0 fixed, 4.2 fs with t0 free, 5.0 fs with t0 and σ free.
τM = 20 fs: 0.6, 1.7 and 3.9 fs in the same order.

For the shorter time, freeing both parameters raises the error almost sevenfold, to about 20% of τM. A separate measurement of σ is then valuable, but it must be accurate. If σ is taken as half its true value, a noise-free trace with τM = 150 fs is fitted with 162 fs, and one with 50 fs gives 65 fs. If σ is taken 10% too large, the results are 147 and 46 fs.

Matching the onset variance predicts the direction of these shifts. For the 50 fs trace with half the true σ it gives √(50² + 0.75 × 33.17²) = 58 fs, less than the fitted 65 fs. For the 150 fs trace it gives 153 fs, a shift of 3 fs where the fit shifts by 12 fs. The estimate leaves out recovery, and least squares does not match moments, so it is a guide to the sign of the shift, not to its size.

**9. Comparison with a real film**

The example lies in the rough regime of magneto-optical measurements on a 15 nm nickel film: demagnetization in one or two hundred femtoseconds, electron cooling within about a picosecond, and a quench of tens of percent. These are rough typical values, not measurements of a particular sample. Real films break the assumption that electrons form a hot thermal distribution at once. If the target instead rises from zero with an assumed thermalization time of 50 fs, through an added term −p exp(−t/50 fs) in h, the fit shifts t0 by +36 fs, τM by +33 fs and τE by −56 fs. The shift in τM is nearly eight times its statistical error. The fitted τM is then an effective onset time, not the relaxation time in the rate equation.

Other neglected effects were added one at a time to noise-free traces:

- **Coherent artifact.** A Gaussian optical signal that adds 0.01 to the apparent quench at time zero, as wide as the instrument response, shifts τM by +10 fs and τE by −21 fs. A signal of the opposite sign shifts both times the other way.
- **Pulse shape.** A sech² response of the same FWHM shifts τM by +6 fs and τE by −12 fs.
- **Curved magnetization-heat relation.** Replacing h by h[1 + 0.5(h−p)] shifts τM by −4 fs and τE by −28 fs. The h² term contains exp(−2t/τE), which decays faster than the original target.
- **Uneven depth.** For an absorption depth of 13 nm, the top and bottom of fifteen layers receive 1.62 and 0.55 times the mean excitation. If the fractional change of the local τM is 0.3 times the fractional excess excitation, and the probe weights all layers equally, the fitted τM and τE each shift by +4 fs. A probe that favours the top layers can make the shift in τM larger.
- **Heat escape.** A heat capacity of 4 × 10⁶ J/(m³ K) and an interface conductance of 2 × 10⁸ W/(m² K) give an escape time of 4 × 10⁶ × 15 × 10⁻⁹/(2 × 10⁸) s = 300 ps. This shifts τE by +9 fs and τM by −1 fs.

The strengths of these effects are rough assumptions, and the separate shifts need not add when several effects act together. They show that a small covariance error measures noise sensitivity within the model, not the accuracy of the model.

**10. Failure modes in use**

Sparse sampling of the onset weakens the separation of t0 and τM. A scan that ends before the plateau leaves a and τE poorly separated. Nearly equal times make w large and the columns of J nearly dependent. Fitting p with the limiting form in section 3 cures the first problem but not the second. At equal times the two labels of section 6 merge, so a small step from one label towards the other leaves the curve unchanged to first order, and the linear error estimates of the two times diverge. A poor starting grid can leave the refinement in a local minimum; several starts should then be compared.

Residuals should be inspected around time zero as well as over the whole trace. A narrow artifact affects few points and may change the total chi-square by less than its normal scatter while shifting τM. If thermalization is slow enough to shift τM by more than its statistical error, as in section 9, the target needs a rise time of its own. Its exponentials can be blurred with the same function E, but the trace alone cannot say which short time is which. For the rising target of section 9, h(0) = 0, so the quench and its slope both vanish at t = 0. The quench is a constant plus three exponentials. These two conditions and the plateau a leave one free amplitude, which p can match whichever of the two short times is called τM. Exchanging τM and the rise time, with p adjusted, therefore leaves the curve unchanged, and separate evidence is needed to assign them. The numerical output below gives the example's values in full.

Computed results

```
pump, probe FWHM: 60, 50 fs
instrument FWHM, sigma: 78.10, 33.167 fs
true tau_m, tau_e, t0: 150, 700, 35 fs
true plateau, peak target, weight: 0.10, 0.35, 0.31818
noise per point: 0.003 of M0; delays: 113, -1000 to 5000 fs
largest quench: 0.2516 at delay 385.7 fs
x=-50 fs, tau=150 fs: z=1.22233, exp factor=0.321002, erfcx=0.373684, E=0.059977
x=200 fs, tau=150 fs: z=-4.10756, exp factor=0.270120, erfc=2.000000, E=0.270120
worst relative error of E against quadrature: 9.3e-14
largest trace error against quadrature: 1.5e-15 of M0
plain erfc form, trial tau 1 fs: 16 non-finite delays
erfcx-only form, tau 150 fs: 38 non-finite delays
erfcx-only form overflows beyond x = 1256.4 fs
scan start t0, tau_m, tau_e: 50, 120, 960 fs
fit t0: 35.81 +- 1.53 fs
fit tau_m: 151.23 +- 4.25 fs
fit tau_e: 695.7 +- 18.6 fs
fit offset: -0.00111 +- 0.00063
fit plateau: 0.10097 +- 0.00095
fit weight: 0.3213 +- 0.0099
fit peak target: 0.3525 +- 0.0045
reduced chi-square: 0.759
peak target with labels swapped (true values): 1.633
400 refits, scatter t0, tau_m, tau_e: 1.59, 4.24, 19.0 fs
predicted scatter t0, tau_m, tau_e: 1.53, 4.21, 18.7 fs
tau_m=150 fs, its error with t0 fixed / t0 free / t0 and sigma free: 2.97 / 4.21 / 4.97 fs
tau_m=20 fs, its error with t0 fixed / t0 free / t0 and sigma free: 0.58 / 1.72 / 3.94 fs
true tau_m=150 fs, fitted with sigma x0.5 / x1.1: 162.25 / 147.06 fs
true tau_m=50 fs, fitted with sigma x0.5 / x1.1: 64.75 / 46.11 fs
rough film thickness, absorption depth: 15, 13 nm
rough heat capacity: 4e+06 J/(m3 K), conductance: 2e+08 W/(m2 K)
heat escape time: 300 ps; thermalization: 50 fs
curvature: 0.5; artifact: 0.01 of M0; tau_m depth sensitivity: 0.3
local/mean excitation, top and bottom layer: 1.622, 0.553
heat escape: shift of t0, tau_m, tau_e = +0.12, -0.89, +9.45 fs
electron thermalization: shift of t0, tau_m, tau_e = +35.80, +32.71, -56.19 fs
curved M versus heat: shift of t0, tau_m, tau_e = +0.39, -4.47, -27.95 fs
uneven depth: shift of t0, tau_m, tau_e = -0.22, +3.65, +4.06 fs
coherent artifact: shift of t0, tau_m, tau_e = -6.21, +10.14, -21.27 fs
sech2 response: shift of t0, tau_m, tau_e = -1.90, +5.75, -11.53 fs
```
